Young's modulus of silicon along [100], [110] and [111]

**Problem**

A long single-crystal silicon bar is pulled along its axis while its sides are free. Find Young's modulus when the axis lies along [100], [110] and [111], given the three cubic elastic constants

C11 = 165.7 GPa, C12 = 63.9 GPa, C44 = 79.6 GPa.

These are customary room-temperature inputs for lightly doped silicon. They are not derived here, and their last digit is not guaranteed.

Strains are small, tension is positive, and indices 1, 2, 3 refer to the cube axes. Hooke's law for a cubic crystal is

σ11 = C11 ε11 + C12 (ε22 + ε33),
σ23 = 2 C44 ε23,

with the other components obtained by permuting the indices. Here ε23 is the tensor shear strain, half the change of angle, which is why a factor 2 appears. Young's modulus E is the axial stress divided by the axial strain when every other stress component in the bar's own frame is zero.

**A first estimate by scaling**

A bar with free sides grows longer and thinner. Suppose that its volume does not change at all and that it thins equally in all lateral directions. An axial strain ε then comes with a lateral strain −ε/2, and the deformation is pure shear, so E should scale with a shear modulus. A cubic crystal has two of these, C44 and

C' = (C11 − C12)/2 = 101.8/2 = 50.9 GPa.

With the volume held fixed, the strains do not determine the mean stress, so only shear stresses and differences of normal stresses are taken from Hooke's law here.

For a pull along [100] the strains are ε11 = ε and ε22 = ε33 = −ε/2. Subtracting two of the normal equations gives

σ11 − σ22 = (C11 − C12)(ε11 − ε22) = 2C' × (3/2)ε = 3C' ε.

The sides are free, so σ22 = 0 and E ≈ 3C' = 153 GPa.

For a pull along the unit vector n, the same deformation is εij = ε(3 ni nj − δij)/2, where δij is 1 for i = j and 0 otherwise. Along [111] each product ni nj equals 1/3. The diagonal strains vanish and each off-diagonal strain is ε/2, so each shear stress is 2C44 × ε/2 = C44 ε. A tension σ along n has the components σ ni nj = σ/3. Equating the two gives σ = 3C44 ε, and E ≈ 3C44 = 239 GPa.

Along [110] both kinds of shear occur. The shear stress then asks for σ = 3C44 ε and the difference of normal stresses for σ = 3C' ε. Both cannot hold, so equal thinning is not compatible with free sides here. As a rough guess, take the midpoint, 196 GPa. The estimate predicts the order [100], [110], [111] from soft to stiff.

**The exact solution within linear elasticity**

*Inverting Hooke's law.* Adding the three normal equations gives

σ11 + σ22 + σ33 = (C11 + 2C12)(ε11 + ε22 + ε33).

The first normal equation can also be written as

σ11 = (C11 − C12) ε11 + C12 (ε11 + ε22 + ε33).

Replace the sum of strains by the sum of stresses and solve for ε11:

ε11 = [σ11 − C12 (σ11 + σ22 + σ33)/(C11 + 2C12)]/(C11 − C12).

This has the form ε11 = s11 σ11 + s12 (σ22 + σ33). With D = (C11 − C12)(C11 + 2C12), the coefficients are

s11 = (C11 + 2C12 − C12)/D = (C11 + C12)/D,
s12 = −C12/D.

The shear equation inverts to ε23 = s44 σ23/2, with s44 = 1/C44.

*The stress in cube axes.* A tension σ along n is σij = σ ni nj. The force per area on a side face with normal m is σ n (n·m), which vanishes because m is perpendicular to n. The sides are therefore free, as required. Since n1² + n2² + n3² = 1, the strains are

εii = σ [s11 ni² + s12 (1 − ni²)] (no sum over i),
εij = σ s44 ni nj/2 for i ≠ j.

*The strain along the bar.* The axial strain is the sum of ni nj εij over all i and j. Define

Q = n1²n2² + n2²n3² + n3²n1².

Each off-diagonal pair occurs twice, which cancels the factor 1/2 in the shear strain. Dividing the axial strain by σ gives

1/E = s11 Σni⁴ + s12 (1 − Σni⁴) + s44 Q.

Squaring n1² + n2² + n3² = 1 gives Σni⁴ + 2Q = 1. Hence

1/E = s11 (1 − 2Q) + 2 s12 Q + s44 Q
= s11 − 2(s11 − s12 − s44/2) Q.

*The numbers.* First, D = 101.8 × 293.5 = 29878 GPa², and C11 + C12 = 229.6 GPa. Therefore

s11 = 229.6/29878 GPa⁻¹ = 7.6845 TPa⁻¹,
s12 = −63.9/29878 GPa⁻¹ = −2.1387 TPa⁻¹,
s44 = 1/79.6 GPa⁻¹ = 12.5628 TPa⁻¹,
s11 − s12 − s44/2 = 3.5418 TPa⁻¹.

The extra digits are kept for the arithmetic.

For [100], n = (1, 0, 0) and Q = 0:
1/E = 7.6845 TPa⁻¹, so E = 130.1 GPa.

For [110], the squares of the components are 1/2, 1/2, 0, so Q = 1/4:
1/E = 7.6845 − 2 × 3.5418/4 = 5.9136 TPa⁻¹, so E = 169.1 GPa.

For [111], each square is 1/3, so Q = 3 × 1/9 = 1/3:
1/E = 7.6845 − 2 × 3.5418/3 = 5.3233 TPa⁻¹, so E = 187.9 GPa.

The moduli are about 130, 169 and 188 GPa. At a stress of 100 MPa the axial strains are 768, 591 and 532 microstrain. If the inputs are rounded to 166, 64 and 80 GPa, the moduli become 130.4, 169.7 and 188.7 GPa, so for [110] and [111] the last whole GPa already changes with this rounding.

**Comparing the two**

The exact result can be rearranged to show what the estimate left out. Let K = (C11 + 2C12)/3 = 97.8 GPa, the bulk modulus. From the expressions for s11 and s12,

s11 + 2s12 = (C11 − C12)/D = 1/(3K),
s11 − s12 = (C11 + 2C12)/D = 1/(2C').

One third of the first plus two thirds of the second is s11 = 1/(9K) + 1/(3C'). Inserting this and s44 = 1/C44 gives

1/E = 1/(9K) + (1 − 3Q)/(3C') + 3Q/(3C44).

The first term is the change of volume, which the estimate set to zero. The other two are the shears, with weights 1 − 3Q and 3Q. In TPa⁻¹ the terms are

[100]: 1.136 + 6.549 + 0 = 7.685,
[110]: 1.136 + 1.637 + 3.141 = 5.914,
[111]: 1.136 + 0 + 4.188 = 5.323.

The estimates 3C' and 3C44 are the exact moduli of [100] and [111] in the limit of infinite K. For finite K they are too high by the factor 1 + G/(3K), where G is the shear modulus concerned. Relative to the exact moduli, the excess is 50.9/293.5 = 17 % for [100] and 79.6/293.5 = 27 % for [111].

For [110] the estimate of 196 GPa is 16 % too high, but two errors partly cancel. Without the volume term the modulus would be 1/(1.637 + 3.141) TPa = 209 GPa. The midpoint differs from this in two ways. It uses equal weights instead of 1/4 for C' and 3/4 for C44, which alone would give 186 GPa, and it averages moduli instead of compliances, which raises that to 196 GPa.

The estimate also exaggerates the anisotropy. It gives E111/E100 = C44/C' = 1.56, whereas the exact ratio is 1.44, because the volume term is the same in every direction and dilutes the difference.

The order of the moduli does survive, and the bounds on Q show why. The sum of the squares (n1² − n2²)², (n2² − n3²)² and (n3² − n1²)² equals 2Σni⁴ − 2Q and cannot be negative. Thus 1 − 2Q = Σni⁴ ≥ Q, and Q lies between 0, reached on the cube axes, and 1/3, reached on the ⟨111⟩ axes. The coefficient of Q in 1/E is 1/C44 − 1/C'. For C44 > C', as in silicon, it is negative, so [100] is the softest of all directions and [111] the stiffest. For C44 < C' the order reverses, and for C44 = C' the modulus is the same in every direction.

**When the sides are not free**

If all lateral strain is blocked in a [100] pull, Hooke's law gives σ11 = C11 ε11. The stiffness is then 165.7 GPa instead of 130.1 GPa.

An intermediate case is a thin plate pulled by grips along two edges that are much longer than the gap between them: the grips block its width strain, but its thickness is free. Let S11, S12 and S22 be the compliances in the plate's frame, with 1 along the pull and 2 along the width, and let the shear stresses vanish. Then

ε1 = S11 σ1 + S12 σ2,
0 = S12 σ1 + S22 σ2.

The second equation gives σ2 = −(S12/S22) σ1. With S11 = 1/E, ν12 = −S12/S11 and ν21 = −S12/S22, the plate modulus is

σ1/ε1 = 1/(S11 − S12²/S22) = E/(1 − ν12 ν21).

For [100] on a (001) wafer the width is along [010], and both ratios are 2.1387/7.6845 = 0.278. The modulus rises by 8.4 % to 141.1 GPa.

For [110] on the same wafer the width is along [−110]. Projecting the strains found above on that direction gives

S12 = (s11 + s12)/2 − s44/4 = 2.773 − 3.141 = −0.368 TPa⁻¹.

The two terms nearly cancel, so the Poisson ratio is only 0.062 and the modulus rises by 0.4 % to 169.8 GPa. For a [111] plate cut from a {110} wafer the modulus rises by 3.0 % to 193.5 GPa, provided the grips can slide sideways so that no shear stress builds up. In this orientation, unlike the other two, the width stress set up by the grips causes in-plane shear.

**Use in silicon devices**

A beam cut from a (001) wafer can lie along ⟨110⟩ or ⟨100⟩, and the moduli above then apply to stretching along its length if the beam is free to thin. That freedom is lost near the ends of a beam held at both ends. The error is small for a long, narrow beam and grows with the ratio of width to length. For a thin beam much wider than it is long, the modulus approaches the plate values above. These depend on which lateral direction is blocked. If the broad side of a [110] beam lies along the wafer normal [001], as in a deeply etched beam, then S12 = s12 and S22 = s11, the two ratios are 0.362 and 0.278, and the plate modulus is 1/(5.9136 − 2.1387²/7.6845) TPa = 188.0 GPa, a rise of 11 % instead of 0.4 %. The other corrections below rest on rough inputs and are sizes, not predictions.

- Heavy n-type doping, modelled as a 3 % drop in C' at fixed K and C44, lowers E by 2.6 % along [100] and 0.85 % along [110]. In this model [111] is unchanged, since C' has zero weight there; any change of C44 with doping, which the model leaves out, does shift it.
- Heating by 100 K, with slopes of −75, −90 and −60 ppm/K for C11, C12 and C44, lowers all three moduli by about 0.7 %.
- A misalignment of 2° changes E by at most 0.15 %. The effect is of second order in the angle because, by symmetry, Q is stationary at all three directions.
- Nonlinearity was sized by adding cubic terms to the strain energy, with the rough third-order constants C111, C112, C123, C144, C155, C456 = −800, −450, −60, 10, −300, −60 GPa. At 200 MPa the ratio of force per original area to relative elongation shifts by +0.1 % for [100], −0.3 % for [110] and −0.1 % for [111].
- Fast stretching cools the bar by αTσ/c, where α is the thermal expansion coefficient and c the heat capacity per volume. The resulting contraction makes the fast modulus higher than the slow one. With α = 2.6 ppm/K, T = 300 K and c = 1.6 MJ/(m³ K), the difference is about 0.02 %.

For a lightly doped beam with free sides near room temperature, these sizes leave the three moduli good to about one per cent, provided the input constants are themselves that good. For a beam whose lateral strain is blocked, that constraint has to be treated first: it reaches 8 % for [100], and 11 % for [110] when the blocked direction is [001].

Numbers as computed

```
Inputs C11, C12, C44: 165.7, 63.9, 79.6 GPa
C11-C12, C11+2C12: 101.8, 293.5 GPa
K, C': 97.83, 50.90 GPa; A = C44/C' = 1.564
s11, s12, s44: 7.6845, -2.1387, 12.5628 1/TPa
s11-s12-s44/2: 3.5418 1/TPa
Bar stress for the axial strains: 100 MPa
[100] Q = 0.0000, 1/E = 7.6845 1/TPa, E = 130.1 GPa
[100] axial strain = 768 microstrain
[110] Q = 0.2500, 1/E = 5.9136 1/TPa, E = 169.1 GPa
[110] axial strain = 591 microstrain
[111] Q = 0.3333, 1/E = 5.3233 1/TPa, E = 187.9 GPa
[111] axial strain = 532 microstrain
Ratio E111/E100: 1.444
Constants rounded to whole GPa: 166, 64, 80
[100] E from rounded constants: 130.4 GPa
[110] E from rounded constants: 169.7 GPa
[111] E from rounded constants: 188.7 GPa
Neglected effects (rough inputs):
tilt 2 deg; heating 100 K; C' drop by doping 3 %; nonlinear load 200 MPa
slopes of C11, C12, C44: -75, -90, -60 ppm/K
C111,C112,C123,C144,C155,C456: -800, -450, -60, 10, -300, -60 GPa
expansion 2.6 ppm/K, T = 300 K, heat capacity 1.6 MJ/(m^3 K)
[100] width Poisson ratio 0.278, plate modulus 141.1 GPa (+8.40 %)
[100] change of E: tilt +0.11 %, heating -0.68 %, doping -2.57 %
[100] change of E: nonlinear +0.12 %, adiabatic to isothermal -0.016 %
[110] width Poisson ratio 0.062, plate modulus 169.8 GPa (+0.39 %)
[110] change of E: tilt -0.15 %, heating -0.66 %, doping -0.85 %
[110] change of E: nonlinear -0.28 %, adiabatic to isothermal -0.021 %
[111] width Poisson ratio 0.180, plate modulus 193.5 GPa (+3.00 %)
[111] change of E: tilt -0.11 %, heating -0.65 %, doping +0.00 %
[111] change of E: nonlinear -0.12 %, adiabatic to isothermal -0.024 %
```
